\section*{The Thompson-Lampard theorem for cross-capacitances of a four-electrode shell, part 1}

(Sections cited here and not found follow in the second part.)

\section{One relation between two cross-capacitances}

Anyone who builds a capacitor whose value is to be calculated has to decide which dimensions must be measured. For parallel plates the answer is an area and a gap, and an error in the gap passes in full into the capacitance. For a long tube cut lengthwise into four electrodes the answer is different: the shape of the cross-section need not be measured at all. Two capacitances per length, each between a pair of opposite electrodes, obey a relation that contains no dimension of the cross-section. If the two are equal, each has a known value, and the length is the one dimension left to measure. If they differ, the relation says how far their mean lies from that value. With a uniform dielectric in the tube, the same relation yields the dielectric constant from two readings, without a field calculation.

The tube is a conducting shell, straight and very long, with the same cross-section everywhere along its axis. The interior of the cross-section is simply connected, which means that it has no holes and so contains no further conductor. Four slits parallel to the axis divide the shell into electrodes 1, 2, 3 and 4, numbered counterclockwise. The slits are taken to be infinitely narrow, and the interior is vacuum with permittivity $\varepsilon_0$. Electrodes 1 and 3 are opposite each other, as are 2 and 4.

Let electrode 1 be at potential $V$ and the other three at zero. A charge $Q_3$ per unit length then appears on the inner surface of electrode 3. The first cross-capacitance is
\begin{equation}
C_1=-\frac{Q_3}{V}.
\label{eq:def}
\end{equation}
The second, $C_2$, is defined in the same way, with electrode 2 at $V$ and the charge read on electrode 4. The minus sign makes both positive. For $V>0$ the potential inside lies between $0$ and $V$, since a harmonic function takes its extreme values on the boundary. It vanishes on electrode 3 and so rises from that electrode into the vacuum. The field therefore points into the metal, where it ends on negative charge. Only charge on the inner surface is counted; the outside must be shielded. The statement to be proved is
\begin{equation}
\exp\!\left(-\frac{\pi C_1}{\varepsilon_0}\right)
+\exp\!\left(-\frac{\pi C_2}{\varepsilon_0}\right)=1 .
\label{eq:theorem}
\end{equation}

Because nothing varies along the axis, the potential $\phi(x,y)$ obeys the two-dimensional Laplace equation. In a simply connected region it is the real part of an analytic function,
\begin{equation}
W(z)=\phi+i\psi,\qquad z=x+iy ,
\end{equation}
with a single-valued $\psi$. The Cauchy-Riemann equations are $\partial_x\phi=\partial_y\psi$ and $\partial_y\phi=-\partial_x\psi$. Let the boundary be followed counterclockwise, with arc length $s$ and unit tangent $(t_x,t_y)$. The interior is on the left, so the outward normal is the tangent turned clockwise by a right angle, $(t_y,-t_x)$. Hence
\begin{align}
\frac{\partial\phi}{\partial n_{\rm out}}
&=t_y\,\partial_x\phi-t_x\,\partial_y\phi \nonumber\\
&=t_y\,\partial_y\psi+t_x\,\partial_x\psi
=\frac{d\psi}{ds}.
\end{align}
By Gauss's law the surface charge density is $\varepsilon_0$ times the field component that points from the metal into the vacuum. This direction is opposite to $n_{\rm out}$, and the field is $-\nabla\phi$. The two signs cancel, so $\sigma=\varepsilon_0\,\partial\phi/\partial n_{\rm out}$. The charge per length on an arc is therefore
\begin{equation}
Q=\varepsilon_0\left[\psi(\text{end})-\psi(\text{start})\right].
\label{eq:flux}
\end{equation}

This form shows what a conformal map does to a charge. Let $w=f(z)$ be analytic and one-to-one from the interior onto another region. The function $W$, written in terms of $w$, is still analytic, and it has the same values of $\phi$ and $\psi$ at corresponding points. The electrodes keep their potentials, and by (\ref{eq:flux}) they keep their charges. Local charge densities do change, because the map stretches the boundary by different amounts at different places.

The Riemann mapping theorem guarantees a map of this kind from the interior onto the upper half-plane. For an interior bounded by a simple closed curve, the map also carries the boundary continuously and one-to-one onto the real axis together with the point at infinity. We are free to choose which boundary point goes to infinity. For real $w_0$, the further map $w\to-1/(w-w_0)$ sends $w_0$ there, and since
\begin{equation}
\operatorname{Im}\left(-\frac{1}{w-w_0}\right)
=\frac{\operatorname{Im}w}{|w-w_0|^2}>0 ,
\end{equation}
it takes the upper half-plane to itself. Let the chosen point lie inside electrode 4. The slits then fall at four real numbers $a<b<c<d$. Electrode 1 is the interval $(a,b)$, electrode 2 is $(b,c)$ and electrode 3 is $(c,d)$. Electrode 4 consists of the two half-lines $x>d$ and $x<a$, which are joined at infinity. The counterclockwise order is kept, because motion to the right along the real axis has the upper half-plane on its left.

From here on $x$ and $y$ are coordinates in the half-plane, with $w=x+iy$. For a real point $p$, let $\theta_p=\arg(w-p)$, taken between $0$ and $\pi$. This angle is the imaginary part of $\ln(w-p)$ and is therefore harmonic. On the real axis it is $0$ to the right of $p$ and $\pi$ to the left. With electrode 1 at $V$, consider
\begin{equation}
\phi=\frac{V}{\pi}\left(\theta_b-\theta_a\right).
\label{eq:phi}
\end{equation}
For $x<a$ both angles are $\pi$ and $\phi=0$. For $a<x<b$ we have $\theta_b=\pi$ and $\theta_a=0$, so $\phi=V$. For $x>b$ both angles vanish and $\phi=0$. All the boundary values are correct. Geometrically, $\theta_b-\theta_a$ is the angle under which electrode 1 is seen from the point $w$, and the potential is $V$ times this angle divided by $\pi$.

The boundary values jump at $a$ and $b$, so it must be shown that no other bounded solution exists. Suppose there were two, and let $u$ be their difference, with $|u|\le M$. Map the half-plane onto the unit disc, where the slits lie at points $\zeta_j$ on the circle. The difference $u$ vanishes on the circle except perhaps at these points. For any $\eta>0$ the function
\begin{equation}
g(\zeta)=\eta\sum_j\ln\frac{2}{|\zeta-\zeta_j|}
\end{equation}
is harmonic in the disc. It is not negative, because two points of the disc are at most a distance 2 apart, and it grows without limit at each $\zeta_j$. Near the slits it exceeds $M$, and elsewhere on the circle it is at least $0=u$. The maximum principle then gives $u\le g$ throughout the disc. Letting $\eta$ go to zero gives $u\le0$. The same argument for $-u$ gives $u\ge0$, so $u=0$ and (\ref{eq:phi}) is the solution.

The charge density follows from the slope of $\phi$ at the real axis. From $\theta_p=\operatorname{Im}\ln(x-p+iy)$,
\begin{equation}
\frac{\partial\theta_p}{\partial y}
=\operatorname{Im}\frac{i}{x-p+iy}
=\frac{x-p}{(x-p)^2+y^2}
\;\longrightarrow\;\frac{1}{x-p}\qquad(y\to0).
\end{equation}
The direction from the metal into the vacuum is now $+y$, so $\sigma=-\varepsilon_0\,\partial_y\phi$ and
\begin{align}
\sigma(x)&=-\frac{\varepsilon_0V}{\pi}
\left(\frac{1}{x-b}-\frac{1}{x-a}\right)\nonumber\\
&=-\frac{\varepsilon_0V}{\pi}\,\frac{b-a}{(x-a)(x-b)} .
\label{eq:sigma}
\end{align}
On electrode 3 both factors in the denominator are positive and the charge is negative, as expected. Near $x=b$ the density grows as $1/(x-b)$, and its integral over electrode 2 diverges logarithmically. Neighbouring electrodes with an infinitely narrow slit between them thus have an infinite mutual capacitance. The cross-capacitances stay finite because the driven electrode and the one that is read have no slit in common.

Integration of (\ref{eq:sigma}) over electrode 3 gives
\begin{align}
Q_3&=-\frac{\varepsilon_0V}{\pi}
\left[\ln\frac{x-b}{x-a}\right]_c^d\nonumber\\
&=-\frac{\varepsilon_0V}{\pi}
\ln\frac{(d-b)(c-a)}{(d-a)(c-b)} .
\end{align}
By (\ref{eq:def}), $\pi C_1/\varepsilon_0$ is this logarithm. Reversing its sign inverts the fraction, so that
\begin{equation}
\exp\!\left(-\frac{\pi C_1}{\varepsilon_0}\right)
=\frac{(c-b)(d-a)}{(c-a)(d-b)} .
\label{eq:c1}
\end{equation}

For $C_2$, electrode 2 is driven. Its ends are $b$ and $c$, so (\ref{eq:sigma}) holds with $a$ replaced by $b$ and $b$ by $c$. The charge is collected on both half-lines of electrode 4:
\begin{align}
\frac{\pi C_2}{\varepsilon_0}
&=\left[\ln\frac{x-c}{x-b}\right]_d^{\infty}
+\left[\ln\frac{x-c}{x-b}\right]_{-\infty}^{a}\nonumber\\
&=-\ln\frac{d-c}{d-b}+\ln\frac{c-a}{b-a}\nonumber\\
&=\ln\frac{(d-b)(c-a)}{(d-c)(b-a)} .
\end{align}
At both infinities the fraction in the logarithm tends to 1, so those limits contribute nothing. For $x<a$ numerator and denominator are both negative, and their ratio at $x=a$ is $(c-a)/(b-a)$. Therefore
\begin{equation}
\exp\!\left(-\frac{\pi C_2}{\varepsilon_0}\right)
=\frac{(b-a)(d-c)}{(c-a)(d-b)} .
\label{eq:c2}
\end{equation}

The two exponentials have the same denominator. Their numerators are
\begin{align}
(c-b)(d-a)&=cd-ac-bd+ab,\\
(b-a)(d-c)&=bd-bc-ad+ac .
\end{align}
In the sum the terms $ac$ and $bd$ cancel, which leaves
\begin{equation}
cd+ab-bc-ad=(c-a)(d-b).
\end{equation}
This is the common denominator, so the sum of (\ref{eq:c1}) and (\ref{eq:c2}) is 1 and the theorem (\ref{eq:theorem}) is proved.

The proof also shows why one relation must exist. The cross-section enters through $a$, $b$, $c$ and $d$ alone, and the capacitances contain these four numbers in a single independent combination, the fraction in (\ref{eq:c1}). Two quantities that depend on one parameter are tied together. As electrode 1 shrinks, $b\to a$, the first exponential tends to 1 and $C_1$ to zero. The second exponential then tends to zero and $C_2$ grows without limit, because electrodes 2 and 4 come to face each other across a vanishing strip.

The integrations that lead from (\ref{eq:sigma}) to (\ref{eq:c1}) and (\ref{eq:c2}) can be checked numerically by building the driven electrode from narrow strips. A strip of width $ds$ at $s$ contributes $-(\varepsilon_0V/\pi)\,ds/(x-s)^2$ to the density at $x$, by (\ref{eq:sigma}) with $b-a=ds$. For $a=-1.3$, $b=-0.2$, $c=0.9$ and $d=2.5$, numerical integration over both electrodes of each pair gives $C_1/\varepsilon_0=0.111853$ and $C_2/\varepsilon_0=0.387191$. From (\ref{eq:c1}) and (\ref{eq:c2}) the exponentials are
\begin{align}
\frac{1.1\times3.8}{2.2\times2.7}&=0.703704, &
\frac{1.1\times1.6}{2.2\times2.7}&=0.296296 ,
\end{align}
and the integrated capacitances reproduce them.

A stronger test avoids the half-plane. Take a shell without mirror symmetry between its electrodes, given in polar form by $r(t)=1+0.12\cos2t+0.05\sin3t$, with slits at $t=0.3$, $1.5$, $3.4$ and $4.9$ rad. If the driven electrode runs counterclockwise from $z_s$ to $z_e$, the function
\begin{equation}
W_{\rm j}=-\frac{i}{\pi}\left[\ln\left(1-\frac{z}{z_e}\right)
-\ln\left(1-\frac{z}{z_s}\right)\right]
\end{equation}
is analytic inside, and its real part has the required unit jumps at the two slits. A polynomial in $z$ of degree 60 is added, with coefficients fitted to the boundary potentials. The largest misfit at 1200 boundary points is $10^{-9}$ of the drive voltage. The charges follow from (\ref{eq:flux}), and the results are $C_1=1.505139$ pF/m and $C_2=2.487055$ pF/m. Their exponentials are $0.586229$ and $0.413771$, and the sum differs from 1 by $2\times10^{-10}$.

Two of the conditions can be violated with a definite sign. Suppose a grounded wire is placed inside the shell. By the maximum principle it lowers the potential everywhere around it, and the slope at the grounded electrode that is read becomes smaller. Both cross-capacitances fall, and the sum in (\ref{eq:theorem}) exceeds 1. Suppose instead that the outer surfaces are left unshielded in grounded surroundings and their charge is read as well. The outer field adds negative charge to the electrode that is read, both capacitances rise, and the sum falls below 1.

For an infinitely long, empty shell with four infinitely narrow slits, the relation (\ref{eq:theorem}) between the two cross-capacitances has been proved and checked numerically. What remains is to find how an imbalance affects their mean, to obtain a dielectric constant from two readings, and to examine the effects of finite length and slit width.
